# How Initial Coverage Shifts the Second-Order Thermal Desorption Peak

## A shift without a change in binding

A model layer holding $0.01$ atoms per Å$^2$ is heated at a constant rate, and its desorption rate peaks at a thermal energy of $0.049226$ eV (571 K). With $0.08$ atoms per Å$^2$ the peak lies at $0.046263$ eV (537 K). The activation energy is $1.5$ eV in both runs, and the prefactor is the same. Why does the fuller layer peak earlier if its atoms are no more weakly bound?

The model describes adsorbed atoms that leave in pairs after meeting at random. Let $n$ be the number of adsorbed atoms per area. I write temperature as the energy $\tau=k_BT$, which is the temperature itself in atomic units with $k_B=1$. The heating is linear,
$$\tau(t)=\tau_0+bt,\qquad b>0,$$
and $x=E/\tau$ is the activation energy in units of the thermal energy. The surface is uniform, its density is treated as a mean value, and desorbed molecules do not return. The rate $R=-dn/dt$ counts atoms; the molecular flux is $R/2$ and has its peak at the same temperature.

The numbers use $E=1.5$ eV, a second-order prefactor $A=10^{14}$ Å$^2$/s, $b=10^{-4}$ eV/s and, unless stated otherwise, $\tau_0=0.02$ eV. These are round model parameters, not those of a particular surface.

## Simple case: first order

Suppose first that each atom leaves independently:
$$R=A_1n\,e^{-E/\tau}.$$
Because $d\tau/dt=b$, division by $b$ turns the rate law into
$$\frac{dn}{d\tau}=-\frac{A_1}{b}\,n\,e^{-E/\tau}.$$
Since $b$ is constant and positive, a maximum of $R$ in time is also a maximum in $\tau$. The logarithm of the rate is $\ln R=\ln A_1+\ln n-E/\tau$, so
$$\frac{d\ln R}{d\tau}=\frac1n\frac{dn}{d\tau}+\frac{E}{\tau^2}
=\frac{E}{\tau^2}-\frac{A_1}{b}e^{-E/\tau}.$$
The positive term is thermal activation and the negative one is depletion. At the peak they cancel:
$$\frac{E}{\tau_p^2}=\frac{A_1}{b}e^{-E/\tau_p}.$$
The density has dropped out, so the initial density cannot move the peak.

**Test.** With $A_1=10^{13}$ s$^{-1}$, integration of the first-order rate equation gives a peak at $0.046038$ eV for both $0.01$ and $0.08$ Å$^{-2}$, in agreement with the formula. The shift must therefore come from the way density enters the second-order law.

## Generalization: two atoms must meet

For recombination of two atoms,
$$R=A n^2e^{-E/\tau},\qquad \frac{dn}{d\tau}=-\frac Ab n^2e^{-E/\tau}.$$
Here $A$ and $E$ do not depend on $n$, although the rate itself does. Now $\ln R=\ln A+2\ln n-E/\tau$, and
$$\frac{d\ln R}{d\tau}=\frac2n\frac{dn}{d\tau}+\frac{E}{\tau^2}
=\frac{E}{\tau^2}-\frac{2An}{b}e^{-E/\tau}. \tag{1}$$
One factor of $n$ survives in the depletion term. If $n_p$ is the density remaining at the peak, then
$$\frac{E}{\tau_p^2}=\frac{2An_p}{b}e^{-E/\tau_p}. \tag{2}$$

This is not yet a condition on $\tau_p$ alone, because $n_p$ depends on the history of the heating. To find it, separate the variables in the rate law:
$$-\frac{dn}{n^2}=\frac Ab e^{-E/\tau}\,d\tau .$$
The left side is $d(1/n)$. Integration from the start, where $n=n_0$, gives
$$\frac1n=\frac1{n_0}+\frac Ab I(\tau),\qquad
I(\tau)=\int_{\tau_0}^{\tau}e^{-E/u}\,du. \tag{3}$$
Define $c=b/(An_0)$, which has the dimension of energy. Multiplying (3) by $b/A$ gives $b/(An)=c+I$, or $An/b=1/(c+I)$. Inserting this in (2),
$$\frac{E}{\tau_p^2}=\frac{2e^{-E/\tau_p}}{c+I(\tau_p)}.$$
Multiplying by $(c+I)\tau_p^2/E$ and moving $I$ to the right gives the implicit peak condition:
$$\boxed{\;\frac{b}{An_0}=\frac{2\tau_p^2}{E}e^{-E/\tau_p}-\int_{\tau_0}^{\tau_p}e^{-E/u}\,du\;} \tag{4}$$

The initial density and the heating rate enter only through $b/n_0$. For fixed $A$, $E$ and $\tau_0$, doubling the initial density moves the peak to the same place as halving the heating rate.

**Test.** For the four densities $0.01$, $0.02$, $0.04$ and $0.08$ Å$^{-2}$, condition (4) gives $0.049226$, $0.048199$, $0.047211$ and $0.046263$ eV. The peaks found by integrating the rate equation agree to all printed digits.

## Is there one peak, and which way does it move?

Call the right side of (4) $G(\tau)$, now for any temperature:
$$G(\tau)=\frac{2\tau^2}{E}e^{-E/\tau}-I(\tau).$$
With $An/b=1/(c+I)$, equation (1) becomes
$$\frac{d\ln R}{d\tau}=\frac{E}{\tau^2(c+I)}\left[c+I-\frac{2\tau^2}{E}e^{-E/\tau}\right]
=\frac{E}{\tau^2(c+I)}\,[c-G(\tau)]. \tag{5}$$
The factor in front is positive, so the rate rises while $G<c$ and falls while $G>c$.

To differentiate $G$, use $d(e^{-E/\tau})/d\tau=(E/\tau^2)e^{-E/\tau}$ and $dI/d\tau=e^{-E/\tau}$:
$$G'(\tau)=\left(\frac{4\tau}{E}+2-1\right)e^{-E/\tau}
=\left(1+\frac4x\right)e^{-x}>0. \tag{6}$$
Moreover $G'\ge e^{-E/\tau_0}$ for $\tau\ge\tau_0$, so $G$ grows without bound and crosses $c$ once if it starts below it. At the start $I=0$. An interior peak therefore exists if and only if
$$\frac{2\tau_0^2}{E}e^{-E/\tau_0}<\frac{b}{An_0}, \tag{7}$$
and it is then unique and a maximum.

Raising $n_0$ lowers $c$. Since $G$ is increasing and does not contain $n_0$, the solution of $G(\tau_p)=c$ moves to lower $\tau_p$. This proves the shift for any two initial densities that both satisfy (7), with $A$, $E$, $b$ and $\tau_0$ held fixed.

The physical reason can be read from (1) and (3). At a given temperature, the layer that began fuller still has the larger $n$. Its fractional loss rate, $R/n=Ane^{-E/\tau}$, is larger too, while the activation term $E/\tau^2$ is the same. At the temperature where the dilute layer peaks, depletion has already overtaken activation in the dense one.

### How large is the shift?

Differentiate $G(\tau_p)=c$ with respect to $\ln n_0$. Because $c\propto1/n_0$, its derivative is $-c$, and
$$\frac{d\tau_p}{d\ln n_0}=-\frac{c}{G'(\tau_p)}
=-\frac{b}{An_0}\,\frac{e^{x_p}}{1+4/x_p}, \qquad x_p=\frac{E}{\tau_p}. \tag{8}$$

For $n_0=0.04$ Å$^{-2}$, $c=10^{-4}/(10^{14}\times0.04)=2.5\times10^{-17}$ eV and $x_p=31.772$. Equation (8) gives $-1.396\times10^{-3}$ eV per unit of $\ln n_0$. A finite difference between peaks from the integrated rate equation gives the same value.

A doubling of density near this point should thus move the peak by about $-1.396\times10^{-3}\ln2=-0.97\times10^{-3}$ eV. The computed steps on its two sides are $-0.99\times10^{-3}$ and $-0.95\times10^{-3}$ eV. Over the full eightfold range the shift is $-0.002964$ eV, or $-34$ K.

## Limit of large activation energy

Here $x_p$ is a little above 30, so an expansion in $1/x$ should be useful. To compare the integral with its natural scale, define
$$s=\frac{E e^{x_p}}{\tau_p^2}\,I(\tau_p),\qquad\text{so that}\qquad I(\tau_p)=\frac{\tau_p^2}{E}e^{-x_p}s.$$
Condition (4) then reads
$$c=\frac{\tau_p^2}{E}e^{-x_p}(2-s). \tag{9}$$
From (3), $n_0/n_p=1+I/c=1+s/(2-s)=2/(2-s)$, and hence
$$\frac{n_p}{n_0}=1-\frac s2. \tag{10}$$

For a cold start the lower limit of $I$ can be replaced by zero. At $\tau_0=0.02$ eV, $E/\tau_0=75$, and the omitted part is smaller than $I$ by a factor below $10^{-18}$ in these runs. With $y=E/u$ and $du=-E\,dy/y^2$,
$$I=E\int_x^\infty\frac{e^{-y}}{y^2}\,dy .$$
Repeated integration by parts, each time integrating the exponential, gives
$$I=Ee^{-x}\left(\frac1{x^2}-\frac2{x^3}+\frac6{x^4}-\cdots\right).$$
Since $E/\tau^2=x^2/E$, this means
$$s=1-\frac2x+\frac6{x^2}-\cdots,\qquad \frac{n_p}{n_0}=\frac12+\frac1x-\frac3{x^2}+\cdots. \tag{11}$$
Half of the layer remains at the peak in the limit $x\to\infty$. At finite $x$ the leading correction is positive.

This can be made firm without an asymptotic series. Compare $I$ with $U=\tau e^{-x}/(x+1)$. Using $dx/d\tau=-x/\tau$,
$$U'=e^{-x}\left[\frac1{x+1}+\frac{x}{x+1}+\frac{x}{(x+1)^2}\right]
=e^{-x}\left[1+\frac{x}{(x+1)^2}\right]>I'.$$
At $\tau_0$, $I=0<U$, so $I<U$ at every later temperature. As $s=xe^xI/\tau$ at the peak, $s<x/(x+1)<1$. More than half of the initial layer therefore remains at any interior peak, whatever the starting temperature.

**Test.** For $n_0=0.04$ Å$^{-2}$, $s=0.9423$ and (10) gives $n_p/n_0=0.5288$, equal to the value from direct integration. Over the four densities this fraction changes only from $0.5300$ to $0.5283$.

The arithmetic of (9) can also be followed here. With $\tau_p^2/E=(0.047211)^2/1.5=1.486\times10^{-3}$ eV, $e^{-31.772}=1.591\times10^{-14}$ and $2-s=1.0577$, the product is $2.50\times10^{-17}$ eV, as required by $c$.

Substitution of (9) in (8) displays the size of the shift more plainly:
$$\frac{d\tau_p}{d\ln n_0}=-\frac{\tau_p^2}{E}\,\frac{2-s}{1+4/x_p}
\simeq-\frac{\tau_p^2}{E}\left(1-\frac2{x_p}\right).$$
The last form holds to first order in $1/x_p$ for a cold start. The shift is small compared with $\tau_p$ because $\tau_p/E$ is small.

## The half-coverage approximation

Setting $n_p=n_0/2$ in (2) gives the Redhead form
$$\frac{E}{\tau_h^2}=\frac{An_0}{b}e^{-E/\tau_h}, \tag{12}$$
where $\tau_h$ is the approximate peak. It is condition (9) with $s=1$.

Its error follows from logarithms. Let $F(\tau)=2\ln\tau-E/\tau$. Equations (9) and (12) become
$$F(\tau_p)=\ln(cE)-\ln(2-s),\qquad F(\tau_h)=\ln(cE).$$
Their difference is $\ln(2-s)>0$, and $F'=2/\tau+E/\tau^2=(E/\tau^2)(1+2/x)>0$. Thus $\tau_h$ lies too high, by
$$\tau_h-\tau_p\simeq\frac{\tau_p^2}{E}\,\frac{\ln(2-s)}{1+2/x_p} \tag{13}$$
to first order in the difference.

**Test.** At $n_0=0.04$ Å$^{-2}$, (13) gives $7.84\times10^{-5}$ eV; the actual excess is $7.85\times10^{-5}$ eV, or $0.17\%$ of the peak temperature. The excess varies slowly with density, so it largely cancels in differences. Approximation (12) makes the shift over the eightfold range about $0.5\%$ too large.

### Reading the activation energy from the shift

Taking the logarithm of (9), with $c=b/(An_0)$, and rearranging gives
$$\ln(n_0\tau_p^2)=\frac{E}{\tau_p}+\ln\frac{bE}{A}-\ln(2-s). \tag{14}$$
If the last term were constant, a plot of the left side against $1/\tau_p$ would have slope $E$. For a cold start, (11) gives $2-s=1+2/x-6/x^2+\cdots$, and
$$\ln(2-s)=\frac2x-\frac6{x^2}-\frac12\left(\frac2x\right)^2+\cdots
=\frac2x-\frac8{x^2}+\cdots.$$
Because $x=E/\tau$, the slope is $E$ times $1-d\ln(2-s)/dx$:
$$\text{slope}=E\left(1+\frac2{x^2}-\frac{16}{x^3}+\cdots\right).$$

The end points of the four-density series give $1.5024$ eV, an excess of $0.16\%$ relative to the input $E$. The leading term, $2/x^2$, is $0.215\%$ at the lowest density and $0.190\%$ at the highest; with $-16/x^3$ added, these become $0.159\%$ and $0.143\%$. The slope between the end points averages over this range, and the small remainder comes from higher terms of the series. This accuracy belongs to the model with noise-free peaks and constant $A$ and $E$. It says nothing about experimental uncertainty.

## Opposite limit: a hot start

Condition (7) fails if heating begins at too high a temperature. For $n_0=0.08$ Å$^{-2}$ the limiting start is $0.045420$ eV. As the start approaches this limit from below, the peak approaches the start, so $I\to0$, $s\to0$ and $n_p\to n_0$. The half-coverage picture then no longer applies.

**Test.** A start $1\%$ below the limit, at $0.044966$ eV, produces a peak at $0.045728$ eV. A start $1\%$ above it produces a rate that only falls.

The peak from the lower start lies below the cold-start value, $0.046263$ eV. Raising $\tau_0$ removes part of the positive integral $I$ at a given $\tau$, which raises $G$ and lowers its crossing with $c$. Physically, the layer has had less time to empty, so its density at that temperature is larger. Runs compared for their coverage dependence should therefore share the same start, or start cold enough for $I(\tau_p)$ not to depend on it.

## The trailing edge

At high temperature, where $I\gg c$, equation (3) gives
$$n\simeq\frac{b}{A I(\tau)},$$
which contains no $n_0$. The trailing edges of the curves approach one another, although the peaks remain separate. The curves do not cross: at every common temperature the fuller layer has the larger $n$, and hence the larger $R$.

**Test.** At $0.056$ eV the layers that began at $0.01$ and $0.08$ Å$^{-2}$ retain $2.155\times10^{-4}$ and $2.196\times10^{-4}$ Å$^{-2}$. An initial ratio of 8 has shrunk to $1.019$. The common limiting density at this temperature is $2.202\times10^{-4}$ Å$^{-2}$.

## What the shift can and cannot establish

The proof needs constant $A$ and $E$. If $E$ depends on density, the derivative of $-E(n)/\tau$ adds
$$-\frac1\tau\frac{dE}{dn}\frac{dn}{d\tau}$$
to (1), and the sign argument above no longer settles the direction of the shift. Nor does it cover readsorption, nonuniform sites or a heating rate that changes during the run.

The kinetic order also has to be second order in the density actually varied. If the atoms are already paired on surface sites and each pair leaves independently, the rate is proportional to the number of pairs. The first-order result then applies, and the peak stays fixed even though every desorbing molecule contains two atoms. A downward shift is thus what random recombination with constant parameters predicts; by itself it does not prove that mechanism, since a density-dependent $E$ can also move a peak.

The full set of computed values is given in the numerical output.

## Calculated quantities

```
Activation energy E = 1.50 eV
Second-order prefactor A = 1.0e+14 angstrom^2/s
Heating rate b = 1.0e-04 eV/s
Heating rate converted = 1.160 K/s
Starting temperature tau0 = 0.020 eV
End of the integration = 0.056 eV
n0 = 0.01 1/angstrom^2:
  peak, rate equation = 0.049226 eV
  peak, implicit condition = 0.049226 eV
  peak converted = 571.25 K
  x = E/tau_p = 30.471; s = 0.9401 (no unit)
  n_p/n0, rate equation = 0.5300 (no unit)
  half-coverage peak = 0.049315 eV
  its excess = 8.84e-05 eV; estimate 8.82e-05 eV
n0 = 0.02 1/angstrom^2:
  peak, rate equation = 0.048199 eV
  peak, implicit condition = 0.048199 eV
  peak converted = 559.32 K
  x = E/tau_p = 31.121; s = 0.9412 (no unit)
  n_p/n0, rate equation = 0.5294 (no unit)
  half-coverage peak = 0.048282 eV
  its excess = 8.32e-05 eV; estimate 8.31e-05 eV
n0 = 0.04 1/angstrom^2:
  peak, rate equation = 0.047211 eV
  peak, implicit condition = 0.047211 eV
  peak converted = 547.87 K
  x = E/tau_p = 31.772; s = 0.9423 (no unit)
  n_p/n0, rate equation = 0.5288 (no unit)
  half-coverage peak = 0.047290 eV
  its excess = 7.85e-05 eV; estimate 7.84e-05 eV
n0 = 0.08 1/angstrom^2:
  peak, rate equation = 0.046263 eV
  peak, implicit condition = 0.046263 eV
  peak converted = 536.86 K
  x = E/tau_p = 32.424; s = 0.9434 (no unit)
  n_p/n0, rate equation = 0.5283 (no unit)
  half-coverage peak = 0.046337 eV
  its excess = 7.41e-05 eV; estimate 7.40e-05 eV
Total peak shift = -0.002964 eV
Total shift converted = -34.39 K
d tau_p/d ln n0 at 0.04, rate equation = -1.3959e-03 eV
d tau_p/d ln n0 at 0.04, formula = -1.3959e-03 eV
E from end points of the plot = 1.50241 eV
Relative excess of E = 1.61e-03 (no unit)
Leading estimate 2/x^2, lowest n0 = 2.15e-03 (no unit)
End density, n0 = 0.01: 2.1549e-04 1/angstrom^2
End density, n0 = 0.08: 2.1963e-04 1/angstrom^2
Common limiting density: 2.2024e-04 1/angstrom^2
Highest start with a peak, n0 = 0.08: 0.045420 eV
Start 1% below limit = 0.044966 eV; peak 0.045728 eV
Start 1% above limit = 0.045874 eV; rate only falls
First-order prefactor = 1.0e+13 1/s
First-order peak, n0 = 0.01: 0.046038 eV
First-order peak, n0 = 0.08: 0.046038 eV
First-order peak, formula = 0.046038 eV
```
